# Two Interacting Polarisabilities: Silberstein's Formulas, the Polarisation Catastrophe and Thole Damping: verification in Python

```python
"""Two interacting polarisabilities alpha1, alpha2 at distance R.

Result under test, for each direction with dipole coupling T:
  alpha = (alpha1 + alpha2 + 2 alpha1 alpha2 T) / (1 - alpha1 alpha2 T^2)
Point dipoles: T = 2/R^3 (parallel), -1/R^3 (perpendicular); stability is
lost at R = (4 alpha1 alpha2)^(1/6).  Thole smearing with charge density
  rho(r) = 3a/(4 pi s^3) exp(-a r^3/s^3),  s = (alpha1 alpha2)^(1/6),
removes the instability for a <= 1.
Gaussian convention: alpha in angstrom^3, R in angstrom, T in angstrom^-3.
The reference side differentiates potentials numerically and solves the
six-component dipole problem; the smeared potential comes from quadrature.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.optimize import brentq, minimize_scalar

NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)
NODES, WEIGHTS = 0.5 * (NODES + 1), 0.5 * WEIGHTS   # interval 0..1


def point_potential(r):
    return 1.0 / r


def make_smeared_potential(s, a):
    """Potential of a unit smeared charge, integrated shell by shell."""
    def density(r):
        return 3 * a / (4 * np.pi * s**3) * np.exp(-a * (r / s)**3)

    def potential(r):
        inner = 4 * np.pi * r**2 * np.sum(
            WEIGHTS * NODES**2 * density(r * NODES))
        width = max(s * (45 / a)**(1 / 3) - r, 0.0)
        shell = r + width * NODES
        outer = 4 * np.pi * width * np.sum(WEIGHTS * shell * density(shell))
        return inner + outer
    return potential


def numerical_tensor(potential, R, h=0.01):
    """Second derivatives at (0,0,R); off-diagonals vanish by symmetry."""
    centre = np.array([0.0, 0.0, R])
    diagonal = []
    for axis in np.eye(3):
        f = [potential(np.linalg.norm(centre + k * h * axis))
             for k in (-2, -1, 0, 1, 2)]
        diagonal.append((-f[0] + 16*f[1] - 30*f[2] + 16*f[3] - f[4])
                        / (12 * h**2))
    return np.diag(diagonal)


def stiffness(alpha1, alpha2, tensor):
    """Second-derivative matrix of the energy in the six dipole components."""
    one = np.eye(3)
    return np.block([[one / alpha1, -tensor], [-tensor, one / alpha2]])


def numerical_alpha(alpha1, alpha2, tensor):
    fields = np.vstack([np.eye(3), np.eye(3)])
    dipoles = np.linalg.solve(stiffness(alpha1, alpha2, tensor), fields)
    total = dipoles[:3] + dipoles[3:]
    return total[2, 2], total[0, 0]


def silberstein(alpha1, alpha2, R):
    product = alpha1 * alpha2
    par = (alpha1 + alpha2 + 4*product/R**3) / (1 - 4*product/R**6)
    perp = (alpha1 + alpha2 - 2*product/R**3) / (1 - product/R**6)
    return par, perp


def damped_coupling(s, a, R):
    y = a * (R / s)**3
    q = -np.expm1(-y)
    return 2*q/R**3 - 3*a/s**3*np.exp(-y), -q/R**3


def damped_alpha(alpha1, alpha2, a, R):
    s = (alpha1 * alpha2)**(1 / 6)
    return tuple((alpha1 + alpha2 + 2*alpha1*alpha2*T)
                 / (1 - alpha1*alpha2*T**2)
                 for T in damped_coupling(s, a, R))


def lowest_curvature(alpha1, alpha2, tensor):
    return np.linalg.eigvalsh(stiffness(alpha1, alpha2, tensor))[0]


alpha1, alpha2, a = 1.0, 2.0, 0.4
s = (alpha1 * alpha2)**(1 / 6)
R_c = (4 * alpha1 * alpha2)**(1 / 6)
smeared = make_smeared_potential(s, a)
bohr = physical_constants["Bohr radius"][0] / angstrom

print(f"alpha1 = {alpha1:.1f}, alpha2 = {alpha2:.1f} angstrom^3")
print(f"Thole parameter a = {a:.1f} (dimensionless)")
print(f"length s = {s:.4f} angstrom")

# Polarisabilities: formulas against the six-component numerical problem
print("polarisabilities in angstrom^3, R in angstrom:")
print("   R   point par  point perp  damped par  damped perp")
for R in (4.0, 3.0, 2.0, 1.5, 1.42, 1.3, 1.0):
    point = silberstein(alpha1, alpha2, R)
    damped = damped_alpha(alpha1, alpha2, a, R)
    T_point = numerical_tensor(point_potential, R)
    T_smeared = numerical_tensor(smeared, R)
    assert np.allclose(point, numerical_alpha(alpha1, alpha2, T_point),
                       rtol=1e-5, atol=0)
    assert np.allclose(damped, numerical_alpha(alpha1, alpha2, T_smeared),
                       rtol=1e-5, atol=0)
    assert np.allclose(damped_coupling(s, a, R),
                       (T_smeared[2, 2], T_smeared[0, 0]), atol=1e-6)
    print(f"{R:5.2f} {point[0]:10.4f} {point[1]:10.4f}"
          f" {damped[0]:11.4f} {damped[1]:11.4f}")

# Distances at which the energy stops having a minimum
root_par = brentq(lambda R: lowest_curvature(
    alpha1, alpha2, numerical_tensor(point_potential, R)), 1.2, 2.0)


def perpendicular_curvature(R):
    K = stiffness(alpha1, alpha2, numerical_tensor(point_potential, R))
    return np.linalg.eigvalsh(K[np.ix_([0, 3], [0, 3])])[0]


root_perp = brentq(perpendicular_curvature, 0.9, 1.4)
assert abs(root_par - R_c) < 1e-6
assert abs(root_perp - s) < 1e-6
print(f"parallel catastrophe: formula {R_c:.5f}, numerical root"
      f" {root_par:.5f} angstrom")
print(f"parallel catastrophe in bohr = {R_c / bohr:.4f}")
print(f"perpendicular instability: numerical root {root_perp:.5f} angstrom")

# Strength of the parallel pole
R_near = R_c * (1 + 1e-4)
near = numerical_alpha(alpha1, alpha2,
                       numerical_tensor(point_potential, R_near))[0]
pole_numerator = (np.sqrt(alpha1) + np.sqrt(alpha2))**2
assert abs(near * (1 - (R_c / R_near)**6) / pole_numerator - 1) < 1e-3
print(f"parallel numerator at catastrophe = {pole_numerator:.4f} angstrom^3")

# Energy curvature and repeated induction on both sides of the catastrophe
for R in (1.5, 1.3):
    tensor = numerical_tensor(point_potential, R)
    curvature = lowest_curvature(alpha1, alpha2, tensor)
    T = tensor[2, 2]
    history = [np.zeros(2)]
    for _ in range(200):
        p1, p2 = history[-1]
        history.append(np.array([alpha1*(1 + T*p2), alpha2*(1 + T*p1)]))
    factor = ((history[12] - history[11]) / (history[10] - history[9]))[0]
    assert abs(factor - 4*alpha1*alpha2/R**6) < 1e-6
    if R > R_c:
        assert curvature > 0
        assert abs(history[-1].sum()
                   - silberstein(alpha1, alpha2, R)[0]) < 1e-4
    else:
        assert curvature < 0 and history[-1].sum() > 1e6
    print(f"R = {R:.1f} angstrom: lowest curvature {curvature:.4f}"
          f" angstrom^-3, round-trip factor {factor:.4f}")

# Equal atoms: perpendicular pole cancels although the mode is unstable
equal = 1.0
R_equal = 1.001 * equal**(1 / 3)
tensor = numerical_tensor(point_potential, R_equal)
perp_equal = numerical_alpha(equal, equal, tensor)[1]
assert abs(perp_equal - 2*equal/(1 + equal/R_equal**3)) < 1e-5
K = stiffness(equal, equal, tensor)
soft = np.linalg.eigvalsh(K[np.ix_([0, 3], [0, 3])])[0]
assert 0 < soft < 0.01
print(f"equal atoms of {equal:.1f} angstrom^3 at R = {R_equal:.3f} angstrom:")
print(f"  perpendicular alpha {perp_equal:.4f} angstrom^3,"
      f" soft-mode curvature {soft:.4f} angstrom^-3")

# Threshold for damping, from quadrature and eigenvalues
scan = np.concatenate([np.linspace(0.05, 1.0, 30), np.linspace(1.1, 6.0, 50)])
print("lowest curvature over R = 0.05 to 6 angstrom, in angstrom^-3:")
for first, second in ((1.0, 2.0), (1.0, 1.0), (1.0, 10.0)):
    results = []
    for trial_a in (0.4, 0.95, 1.05):
        potential = make_smeared_potential((first*second)**(1/6), trial_a)
        lowest = min(lowest_curvature(first, second,
                     numerical_tensor(potential, R)) for R in scan)
        assert (lowest > 0) == (trial_a < 1)
        results.append(lowest)
    print(f"  alphas {first:.0f}, {second:.0f}: a=0.40 {results[0]:.4f},"
          f" a=0.95 {results[1]:.4f}, a=1.05 {results[2]:.4f}")

# Bound on the scaled parallel coupling h(y)


def h(y):
    return (2 - (2 + 3*y)*np.exp(-y)) / y


best = minimize_scalar(lambda y: -h(y), bounds=(0.5, 8), method="bounded",
                       options={"xatol": 1e-9})
y_max, h_max = best.x, -best.fun
y_grid = np.geomspace(1e-4, 100, 4000)
assert np.all(h(y_grid) > -1) and np.all(h(y_grid) <= h_max + 1e-10)
assert h_max < 1
print(f"maximum of h = {h_max:.4f} at y = {y_max:.4f} (dimensionless)")

# Damping at the old catastrophe, highest response, and contact
y_c = a * (R_c / s)**3
T_c = damped_coupling(s, a, R_c)[0]
assert abs(T_c - numerical_tensor(smeared, R_c)[2, 2]) < 1e-6
assert abs(s**3 * T_c - a * h(y_c)) < 1e-12
alpha_c = damped_alpha(alpha1, alpha2, a, R_c)
print(f"at R_c: y = {y_c:.4f}, enclosed charge q = {-np.expm1(-y_c):.4f}")
print(f"at R_c: point T_par = {2/R_c**3:.4f}, damped T_par = {T_c:.4f}"
      " angstrom^-3")
print(f"at R_c: damped alpha par {alpha_c[0]:.4f}, perp {alpha_c[1]:.4f}"
      " angstrom^3")

R_peak = s * (y_max / a)**(1 / 3)
peak = damped_alpha(alpha1, alpha2, a, R_peak)[0]
scan_peak = max(numerical_alpha(alpha1, alpha2,
                numerical_tensor(smeared, R))[0] for R in scan)
assert scan_peak <= peak + 1e-5 and peak - scan_peak < 0.01
print(f"highest damped parallel alpha = {peak:.4f} angstrom^3"
      f" at R = {R_peak:.4f} angstrom")

contact = (alpha1 + alpha2 - 2*a*s**3) / (1 - a**2)
contact_numerical = numerical_alpha(alpha1, alpha2,
                                    numerical_tensor(smeared, 0.0))
assert np.allclose(contact_numerical, contact, atol=1e-4)
print(f"damped alpha at R = 0, every direction = {contact:.4f} angstrom^3")

print("done: every assertion held")
```

Printed output:

```
alpha1 = 1.0, alpha2 = 2.0 angstrom^3
Thole parameter a = 0.4 (dimensionless)
length s = 1.1225 angstrom
polarisabilities in angstrom^3, R in angstrom:
   R   point par  point perp  damped par  damped perp
 4.00     3.1311     2.9389      3.1311      2.9389
 3.00     3.3329     2.8597      3.3306      2.8598
 2.00     4.5714     2.5806      3.6782      2.6177
 1.50    18.0415     2.2013      3.1603      2.4326
 1.42   239.4013     2.1202      3.0414      2.4054
 1.30   -10.1023     2.0137      2.8688      2.3675
 1.00    -1.5714     1.0000      2.5216      2.2929
parallel catastrophe: formula 1.41421, numerical root 1.41421 angstrom
parallel catastrophe in bohr = 2.6725
perpendicular instability: numerical root 1.12246 angstrom
parallel numerator at catastrophe = 5.8284 angstrom^3
R = 1.5 angstrom: lowest curvature 0.1068 angstrom^-3, round-trip factor 0.7023
R = 1.3 angstrom: lowest curvature -0.1940 angstrom^-3, round-trip factor 1.6574
equal atoms of 1.0 angstrom^3 at R = 1.001 angstrom:
  perpendicular alpha 1.0015 angstrom^3, soft-mode curvature 0.0030 angstrom^-3
lowest curvature over R = 0.05 to 6 angstrom, in angstrom^-3:
  alphas 1, 2: a=0.40 0.3725, a=0.95 0.0333, a=1.05 -0.0334
  alphas 1, 1: a=0.40 0.6000, a=0.95 0.0501, a=1.05 -0.0499
  alphas 1, 10: a=0.40 0.0826, a=0.95 0.0089, a=1.05 -0.0092
maximum of h = 0.4894 at y = 2.6557 (dimensionless)
at R_c: y = 0.8000, enclosed charge q = 0.5507
at R_c: point T_par = 0.7071, damped T_par = 0.0081 angstrom^-3
at R_c: damped alpha par 3.0329, perp 2.4034 angstrom^3
highest damped parallel alpha = 3.6954 angstrom^3 at R = 2.1096 angstrom
damped alpha at R = 0, every direction = 2.2246 angstrom^3
done: every assertion held
```
